# Primitive and centroid virial kinetic estimators: equal means, different variances: a program that tests the result

```python
"""Kinetic-energy estimators for a ring polymer of P beads (hbar = 1).

Weight: exp(-beta*S - beta*U), U = mean of V over beads,
        S = mass*P/(2 beta^2) * sum (x_i - x_{i+1})^2.
Primitive:       K_prim = P/(2 beta) - S
Centroid virial: K_cv = 1/(2 beta) + sum (x_i - x_c) V'(x_i) / (2P)
Result under test: equal means K_P at every P;
  Var K_prim = P/(2 beta^2) - (K_P - mass dK_P/dmass)/beta, growing with P;
  Var K_cv stays bounded.
Averages are computed from traces of transfer matrices. Source terms are
carried as truncated power series, so moments need no finite differences.
"""
from math import factorial, sqrt, pi, tanh, sinh
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.hermite_e import hermegauss

beta = 8.0
spacing = 0.1
x = spacing * np.arange(-60, 61)
separation = x[:, None] - x[None, :]
anharmonic = Polynomial([0.0, 0.0, 0.5, 0.2, 0.1])
harmonic = Polynomial([0.0, 0.0, 0.5])
bead_numbers = [4, 8, 16, 32, 64, 128, 256]


def transfer_matrix(P, potential, mass=1.0):
    kernel = sqrt(mass * P / (2 * pi * beta)) * spacing
    kernel = kernel * np.exp(-mass * P * separation**2 / (2 * beta))
    half = np.exp(-beta * potential(x) / (2 * P))
    return half[:, None] * kernel * half[None, :]


def series_moments(one_bead, P):
    """Moments of bead sums from the trace of the P-th power (P = 2^n)."""
    orders = list(one_bead)
    power = one_bead
    for _ in range(P.bit_length() - 1):
        squared = {}
        for n in orders:
            total = np.zeros_like(separation)
            for k in orders:
                if all(a <= b for a, b in zip(k, n)):
                    rest = tuple(b - a for a, b in zip(k, n))
                    total += power[k] @ power[rest]
            squared[n] = total
        power = squared
    zero = tuple(0 for _ in orders[0])
    Z = np.trace(power[zero])
    moments = {}
    for n in orders:
        weight = np.prod([factorial(a) for a in n])
        moments[n] = weight * np.trace(power[n]) / Z
    return moments, Z, np.diag(power[zero]) / Z


def primitive_statistics(P, potential, mass=1.0):
    T = transfer_matrix(P, potential, mass)
    link = mass * P * separation**2 / (2 * beta**2)
    one = {(n,): T * link**n / factorial(n) for n in range(3)}
    mom, _, _ = series_moments(one, P)
    return P / (2 * beta) - mom[(1,)], mom[(2,)] - mom[(1,)]**2


def centroid_statistics(P, potential, mass=1.0):
    T = transfer_matrix(P, potential, mass)
    slope = potential.deriv()(x)
    virial = x * slope / 2
    orders = [(0, j, k) for j in range(3) for k in range(3)]
    orders += [(1, j, k) for j in range(2) for k in range(2)]
    orders += [(2, 0, 0)]
    one = {}
    for i, j, k in orders:
        source = virial**i * x**j * slope**k
        source = source / (factorial(i) * factorial(j) * factorial(k))
        one[(i, j, k)] = source[:, None] * T
    mom, Z, density = series_moments(one, P)
    first = mom[(1, 0, 0)] / P - mom[(0, 1, 1)] / (2 * P**2)
    second = (mom[(2, 0, 0)] / P**2 - mom[(1, 1, 1)] / P**3
              + mom[(0, 2, 2)] / (4 * P**4))
    return 1 / (2 * beta) + first, second - first**2, Z, density


def exact_kinetic(potential, mass=1.0):
    """Thermal kinetic energy by diagonalizing H on a sinc grid."""
    n = np.arange(len(x))
    d = n[:, None] - n[None, :]
    safe = np.where(d == 0, 1, d)
    T = np.where(d == 0, pi**2 / 3, 2.0 / safe**2) * (-1.0)**np.abs(d)
    T = T / (2 * mass * spacing**2)
    energy, vectors = np.linalg.eigh(T + np.diag(potential(x)))
    boltzmann = np.exp(-beta * (energy - energy[0]))
    kinetic = np.sum(vectors * (T @ vectors), axis=0)
    return np.sum(boltzmann * kinetic) / np.sum(boltzmann)


nodes, weights = hermegauss(16)
weights = weights / weights.sum()


def ring_average(function, P):
    """Mean over beads of E f(x + xi_j), xi_j a free-ring displacement."""
    fraction = np.arange(P) / P
    width = np.sqrt(beta * fraction * (1 - fraction))
    points = x[:, None, None] + width[None, :, None] * nodes
    return np.mean(function(points) @ weights, axis=1)


# Anharmonic oscillator: means, variances and bounds
delta = 1e-3
force = anharmonic.deriv()
free = sqrt(1 / (2 * pi * beta))
mean_p, var_p, mean_c, var_c = {}, {}, {}, {}
moment_bound, uniform_cap = {}, {}
for P in bead_numbers:
    mean_p[P], var_p[P] = primitive_statistics(P, anharmonic)
    mean_c[P], var_c[P], Z, density = centroid_statistics(P, anharmonic)
    assert abs(mean_p[P] - mean_c[P]) < 1e-9
    up = centroid_statistics(P, anharmonic, 1 + delta)[0]
    down = centroid_statistics(P, anharmonic, 1 - delta)[0]
    mass_slope = (up - down) / (2 * delta)
    law = P / (2 * beta**2) - (mean_c[P] - mass_slope) / beta
    assert abs(var_p[P] - law) < 1e-6
    x4 = density @ x**4
    f4 = density @ force(x)**4
    moment_bound[P] = sqrt(x4 * f4)
    assert 0 < var_c[P] <= moment_bound[P]
    Z_low = free * spacing * np.sum(
        np.exp(-beta * ring_average(anharmonic, P)))
    boltz = np.exp(-beta * anharmonic(x))
    x4_high = free * spacing * np.sum(
        boltz * ring_average(lambda y: y**4, P))
    f4_high = free * spacing * np.sum(
        boltz * ring_average(lambda y: force(y)**4, P))
    assert Z >= Z_low
    assert Z * x4 <= x4_high and Z * f4 <= f4_high
    uniform_cap[P] = sqrt(x4_high * f4_high) / Z_low

# Large-P behaviour against the Hamiltonian
K_exact = exact_kinetic(anharmonic)
slope_exact = (exact_kinetic(anharmonic, 1 + delta)
               - exact_kinetic(anharmonic, 1 - delta)) / (2 * delta)
offset_exact = -(K_exact - slope_exact) / beta
ratio_mean = (mean_c[128] - K_exact) / (mean_c[256] - K_exact)
assert abs(ratio_mean - 4) < 0.1
assert abs(var_p[256] - 256 / (2 * beta**2) - offset_exact) < 1e-3
growth = (var_p[256] - var_p[128]) / 128
assert abs(growth * 2 * beta**2 - 1) < 1e-3
ratio_var = (var_c[64] - var_c[128]) / (var_c[128] - var_c[256])
assert abs(ratio_var - 4) < 0.3
plateau = (4 * var_c[256] - var_c[128]) / 3

# Harmonic oscillator (omega = 1): mode sums, limits and crossover
u = beta
har_p, har_c = {}, {}
for P in bead_numbers:
    K_P, har_p[P] = primitive_statistics(P, harmonic)
    har_c[P] = centroid_statistics(P, harmonic)[1]
    stiffness = 4 * np.sin(pi * np.arange(P) / P)**2
    b = (u / P)**2 / (stiffness + (u / P)**2)
    assert abs(har_p[P] - np.sum((1 - b)**2) / (2 * beta**2)) < 1e-8
    assert abs(har_c[P] - np.sum(b[1:]**2) / (2 * beta**2)) < 1e-8
    gap = (P + 1 - 4 * beta * K_P) / (2 * beta**2)
    assert abs(har_p[P] - har_c[P] - gap) < 1e-8
coth = 1 / tanh(u / 2)
curvature = u**2 / (8 * sinh(u / 2)**2)
limit_c = (u * coth / 4 + curvature - 1) / (2 * beta**2)
limit_offset = (-3 * u * coth / 4 + curvature) / (2 * beta**2)
extrapolated_c = (4 * har_c[256] - har_c[128]) / 3
off = {P: har_p[P] - P / (2 * beta**2) for P in (128, 256)}
extrapolated_offset = (4 * off[256] - off[128]) / 3
assert abs(extrapolated_c / limit_c - 1) < 1e-5
assert abs(extrapolated_offset / limit_offset - 1) < 1e-5
crossover = u * coth - 1

# Independent paths drawn from the discretized ring-polymer weight
P_draw, draws = 32, 20000
rng = np.random.default_rng(7)
T = transfer_matrix(P_draw, anharmonic)
powers = [np.eye(len(x))]
for _ in range(P_draw):
    powers.append(powers[-1] @ T)
start = np.diag(powers[P_draw])
first = rng.choice(len(x), size=draws, p=start / start.sum())
chain = [first]
for step in range(1, P_draw):
    chance = T[chain[-1]] * powers[P_draw - step][first]
    cumulative = np.cumsum(chance, axis=1)
    mark = rng.random(draws) * cumulative[:, -1]
    chain.append(np.sum(cumulative < mark[:, None], axis=1))
paths = x[np.array(chain).T]
links = paths - np.roll(paths, -1, axis=1)
draw_p = P_draw / (2 * beta) - P_draw / (2 * beta**2) * np.sum(
    links**2, axis=1)
centroid = paths.mean(axis=1, keepdims=True)
draw_c = 1 / (2 * beta) + np.mean(
    (paths - centroid) * force(paths), axis=1) / 2
for sample, mean, var in ((draw_p, mean_p[P_draw], var_p[P_draw]),
                          (draw_c, mean_c[P_draw], var_c[P_draw])):
    assert abs(sample.mean() - mean) < 5 * sqrt(var / draws)
    fourth = np.mean((sample - sample.mean())**4)
    error = sqrt((fourth - sample.var()**2) / draws)
    assert abs(sample.var() - var) < 5 * error

print("Reduced units: hbar = mass = 1; energies E, variances E^2")
print(f"beta = {beta:.1f} 1/E; V coefficients x^2, x^3, x^4 (E):",
      anharmonic.coef[2:])
print(f"Kinetic energy from diagonalization = {K_exact:.6f} E")
print(f"mass*dK/dmass from diagonalization = {slope_exact:.6f} E")
print("Anharmonic: P, mean prim, mean cv (E), var prim, var cv (E^2)")
for P in bead_numbers:
    print(f"{P:4d} {mean_p[P]:.6f} {mean_c[P]:.6f}"
          f" {var_p[P]:.6f} {var_c[P]:.6f}")
print(f"1/(2 beta^2) = {1 / (2 * beta**2):.7f} E^2 per bead")
print(f"Primitive growth, P=128 to 256 = {growth:.7f} E^2 per bead")
print(f"Primitive variance offset, P->inf = {offset_exact:.6f} E^2")
print(f"Centroid virial variance, extrapolated = {plateau:.6f} E^2")
print(f"Error ratio of mean, P=128 over 256 = {ratio_mean:.3f}")
print(f"Successive change ratio of var cv = {ratio_var:.3f}")
print("Bounds on var cv (E^2): P, bead-moment bound, convexity bound")
for P in (4, 32, 256):
    print(f"{P:4d} {moment_bound[P]:.4f} {uniform_cap[P]:.4g}")
print("For standard error of 1% of K_P: P, configurations prim, cv,")
print("     bead updates prim, cv, variance ratio prim/cv")
for P in bead_numbers:
    target = (0.01 * mean_c[P])**2
    n_p, n_c = var_p[P] / target, var_c[P] / target
    print(f"{P:4d} {n_p:.0f} {n_c:.0f} {P * n_p:.4g} {P * n_c:.4g}"
          f" {var_p[P] / var_c[P]:.3f}")
print(f"Drawn paths: P = {P_draw}, number = {draws}")
print(f"  prim mean {draw_p.mean():.4f} E, var {draw_p.var():.4f} E^2,"
      f" std error {draw_p.std() / sqrt(draws):.5f} E")
print(f"  cv   mean {draw_c.mean():.4f} E, var {draw_c.var():.5f} E^2,"
      f" std error {draw_c.std() / sqrt(draws):.5f} E")
print(f"Harmonic, omega = 1, u = {u:.1f}: P, var prim, var cv (E^2)")
for P in (4, 8, 64, 256):
    print(f"{P:4d} {har_p[P]:.6f} {har_c[P]:.6f}")
print(f"Harmonic var cv, P->inf = {limit_c:.6f} E^2")
print(f"Harmonic primitive offset, P->inf = {limit_offset:.6f} E^2")
print(f"Harmonic crossover estimate u*coth(u/2)-1 = {crossover:.3f} beads")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Reduced units: hbar = mass = 1; energies E, variances E^2
beta = 8.0 1/E; V coefficients x^2, x^3, x^4 (E): [0.5 0.2 0.1]
Kinetic energy from diagonalization = 0.287187 E
mass*dK/dmass from diagonalization = -0.162528 E
Anharmonic: P, mean prim, mean cv (E), var prim, var cv (E^2)
   4 0.183495 0.183495 0.002922 0.012681
   8 0.243551 0.243551 0.019656 0.016072
  16 0.273396 0.273396 0.073356 0.016456
  32 0.283448 0.283448 0.195066 0.016310
  64 0.286231 0.286231 0.444117 0.016236
 128 0.286946 0.286946 0.943869 0.016214
 256 0.287127 0.287127 1.943807 0.016208
1/(2 beta^2) = 0.0078125 E^2 per bead
Primitive growth, P=128 to 256 = 0.0078120 E^2 per bead
Primitive variance offset, P->inf = -0.056214 E^2
Centroid virial variance, extrapolated = 0.016206 E^2
Error ratio of mean, P=128 over 256 = 3.994
Successive change ratio of var cv = 3.838
Bounds on var cv (E^2): P, bead-moment bound, convexity bound
   4 0.6619 5.179e+06
  32 2.1011 6.915e+06
 256 2.2038 6.944e+06
For standard error of 1% of K_P: P, configurations prim, cv,
     bead updates prim, cv, variance ratio prim/cv
   4 868 3766 3472 1.506e+04 0.230
   8 3314 2709 2.651e+04 2.168e+04 1.223
  16 9814 2202 1.57e+05 3.523e+04 4.458
  32 24279 2030 7.769e+05 6.496e+04 11.960
  64 54208 1982 3.469e+06 1.268e+05 27.354
 128 114633 1969 1.467e+07 2.521e+05 58.214
 256 235779 1966 6.036e+07 5.033e+05 119.928
Drawn paths: P = 32, number = 20000
  prim mean 0.2896 E, var 0.1942 E^2, std error 0.00312 E
  cv   mean 0.2822 E, var 0.01607 E^2, std error 0.00090 E
Harmonic, omega = 1, u = 8.0: P, var prim, var cv (E^2)
   4 0.003689 0.008898
   8 0.023424 0.009064
  64 0.453329 0.007937
 256 1.953187 0.007909
Harmonic var cv, P->inf = 0.007907 E^2
Harmonic primitive offset, P->inf = -0.046823 E^2
Harmonic crossover estimate u*coth(u/2)-1 = 7.005 beads
ALL CHECKS PASSED
```
